\section*{Comment on summing squared circle Zernike coefficients over an obscured pupil}

\section{The argument under review}

The manuscript describes the wavefront of an extreme-ultraviolet (EUV) projection system with a central obscuration. It expands the wavefront in circle Zernike polynomials, squares the coefficients, adds them, and uses the root as the rms wavefront error. The author concedes that orthogonality is lost on an annulus, since $2\rho^2-1$ averages to $e^2$ when the inner radius is $e$ times the outer one. The damage is then judged harmless: removing this mean lowers the variance of a unit defocus term by only $3e^4$, about 2.4\% at $e=0.30$. The manuscript therefore keeps the sum of squares, and places best focus where the circle defocus coefficient vanishes.

The average is correct. Two questions remain: is the mean the main source of error, and what should replace the sum?

\section{Conventions}

Let $\rho,\theta$ be pupil coordinates with $\rho=1$ at the outer edge. The pupil is a centred annulus $e\le\rho\le1$ of uniform transmission. The wavefront is an optical path in nm,
\begin{equation}
W=a_tZ_t+a_dZ_d+a_aZ_a+a_cZ_c+a_sZ_s ,
\end{equation}
with tilt, defocus, astigmatism, coma and spherical aberration
\begin{align}
Z_t&=2\rho\cos\theta, & Z_d&=\sqrt3\,(2\rho^2-1),\nonumber\\
Z_a&=\sqrt6\,\rho^2\cos2\theta, & Z_c&=\sqrt8\,(3\rho^3-2\rho)\cos\theta,\nonumber\\
Z_s&=\sqrt5\,(6\rho^4-6\rho^2+1). &&
\end{align}
Each has unit mean square over the full disc. Piston is omitted because it does not affect the variance.

Write $s=e^2$, $q=1-s$ and $u=\rho^2$. Since $\rho\,d\rho=du/2$, equal areas correspond to equal intervals of $u$, and the annular average of a function of radius is
\begin{equation}
\langle f\rangle=\frac1{1-s}\int_s^1 f(u)\,du .
\end{equation}
In particular,
\begin{equation}
\langle u\rangle=\frac{1+s}{2},\quad
\langle u^2\rangle=\frac{1+s+s^2}{3},\quad
\langle u^3\rangle=\frac{1+s+s^2+s^3}{4}.
\label{moments}
\end{equation}
Subtracting the mean from $W$ and squaring gives
\begin{equation}
\sigma^2=\sum_{ij}a_iV_{ij}a_j,\qquad
V_{ij}=\langle Z_iZ_j\rangle-\langle Z_i\rangle\langle Z_j\rangle .
\end{equation}
The sum of squares is valid for every choice of coefficients only if $V$ is the unit matrix.

\section{The mean is the smaller fault}

Map $u\in[s,1]$ to $t\in[-1,1]$ by
\begin{equation}
2u-1=s+qt .
\end{equation}
The endpoints agree: $t=1$ gives $s+q=1$, and $t=-1$ gives $s-q=2s-1$. The variable $t$ is uniformly distributed, so $\langle t\rangle=0$ and $\langle t^2\rangle=1/3$. Hence $\langle2\rho^2-1\rangle=s=e^2$, as the manuscript says. For defocus,
\begin{align}
\langle Z_d\rangle&=\sqrt3\,s,\\
\langle Z_d^2\rangle&=3\left(s^2+\frac{q^2}{3}\right)=1-2s+4s^2,\\
V_{dd}&=(3s^2+q^2)-3s^2=q^2 .
\end{align}
The deficit from the assumed value of one has two parts:
\begin{equation}
1-V_{dd}=2s-s^2=\underbrace{(2s-4s^2)}_{\text{changed mean square}}
+\underbrace{3s^2}_{\text{nonzero mean}} .
\end{equation}
For small $s$ the first part grows linearly with the obscured area fraction $s$, the second quadratically. At $e=0.30$ they are 0.1476 and 0.0243. The manuscript has estimated the smaller part and dropped the larger. The two become equal when $2s-4s^2=3s^2$, or $s=2/7$ and $e=0.5345$.

Astigmatism isolates the normalisation fault. Its mean is zero because $\cos2\theta$ averages to zero. With $\langle\cos^2 2\theta\rangle=1/2$,
\begin{equation}
V_{aa}=6\cdot\frac12\langle u^2\rangle=1+s+s^2 .
\end{equation}
A wavefront containing astigmatism alone has no partner with which to be non-orthogonal and no mean to remove, yet its variance is not $a_a^2$. The obscuration removes the centre, where astigmatism is weak, so the average over what remains rises.

Lost orthogonality is thus a real but incomplete explanation. Nor is all orthogonality lost: on a centred annulus the angular integral still separates terms of different angular order.

\section{The missing cross terms}

Spherical aberration and defocus share angular order zero. Since $6u^2-6u+1=P_2(2u-1)$, where $P_2(x)=(3x^2-1)/2$,
\begin{align}
P_2(s+qt)&=\frac{3s^2-1}{2}+3sqt+\frac{3q^2t^2}{2}\nonumber\\
&=\frac{3s^2+q^2-1}{2}+3sqt+q^2P_2(t)\nonumber\\
&=-s(1-2s)+3sqt+q^2P_2(t).
\label{shift}
\end{align}
The second line uses $3t^2/2=P_2(t)+1/2$, and the third uses $q^2=1-2s+s^2$. From $\langle t^4\rangle=1/5$ one finds $\langle P_2(t)^2\rangle=(9/5-2+1)/4=1/5$. Also $\langle tP_2(t)\rangle=0$, because the integrand is odd. Therefore
\begin{align}
V_{ss}&=5\left(\frac{9s^2q^2}{3}+\frac{q^4}{5}\right)=q^4+15s^2q^2,\\
V_{ds}&=\sqrt{15}\,\langle qt\cdot3sqt\rangle=\sqrt{15}\,s q^2 .
\end{align}
To leading order the cross term is also linear in $s$, with the large factor $\sqrt{15}$.

Tilt and coma share angular order one. With $\langle\cos^2\theta\rangle=1/2$ and the moments \eqref{moments},
\begin{align}
V_{tt}&=2\langle u\rangle=1+s,\\
V_{tc}&=\sqrt8\,\langle3u^2-2u\rangle\nonumber\\
&=\sqrt8\,[(1+s+s^2)-(1+s)]=\sqrt8\,s^2,\\
V_{cc}&=4\langle9u^3-12u^2+4u\rangle\nonumber\\
&=9(1+s+s^2+s^3)-16(1+s+s^2)+8(1+s)\nonumber\\
&=1+s-7s^2+9s^3 .
\end{align}
All other off-diagonal elements vanish by angular integration.

\section{Coefficients whose squares do add}

Insert \eqref{shift} into the rotationally symmetric part of $W$ and drop its mean. Because $3\sqrt5=\sqrt3\sqrt{15}$,
\begin{equation}
q(a_d+\sqrt{15}\,s a_s)\,[\sqrt3\,t]+q^2a_s\,[\sqrt5\,P_2(t)] .
\end{equation}
The bracketed functions have unit mean square, zero mean and no overlap on the annulus. Their coefficients are
\begin{equation}
b_d=q(a_d+\sqrt{15}\,s a_s),\qquad b_s=q^2a_s .
\label{radial}
\end{equation}
Astigmatism needs only rescaling, $b_a=\sqrt{1+s+s^2}\,a_a$. For tilt and coma, completing the square gives
\begin{align}
b_t&=\sqrt{1+s}\,a_t+\frac{\sqrt8\,s^2}{\sqrt{1+s}}a_c,\\
b_c^2&=\left(V_{cc}-\frac{8s^4}{1+s}\right)a_c^2 .
\end{align}
The bracket, multiplied by $1+s$, is
\begin{align}
&(1+s)(1+s-7s^2+9s^3)-8s^4\nonumber\\
&\quad=1+2s-6s^2+2s^3+s^4\nonumber\\
&\quad=(1-s)^2(1+4s+s^2),
\end{align}
so $b_c=q\sqrt{(1+4s+s^2)/(1+s)}\,a_c$. These are annular Zernike coefficients, and
\begin{equation}
\sigma^2=b_t^2+b_d^2+b_a^2+b_c^2+b_s^2 .
\end{equation}

As $e\to0$, each $b_i$ tends to $a_i$ and the usual sum returns. As $e\to1$, $q\to0$: defocus and spherical aberration become constant on the thin ring and lose their variance, while that of astigmatism tends to $3a_a^2$. Coma becomes indistinguishable from tilt, so $b_c$ vanishes although $V_{cc}$ tends to 4.

\section{The manuscript's case recomputed}

Take wavelength $\lambda=13.5$ nm, numerical aperture $\mathrm{NA}=0.50$ and $e=0.30$, so $s=0.09$ and $q=0.91$. The coefficients are $a_t=0$, $a_d=0.40$, $a_a=0.20$, $a_c=0.15$ and $a_s=-0.35$ nm. The sum of squares is
\begin{equation}
0.1600+0.0400+0.0225+0.1225=0.3450\ \mathrm{nm^2},
\end{equation}
an rms of 0.587 nm. The correct variance, in the order defocus, astigmatism, coma, spherical and cross term, is
\begin{align}
\sigma^2&=0.1325+0.0439+0.0234+0.0963-0.0808\nonumber\\
&=0.2153\ \mathrm{nm^2}.
\end{align}
The rms is 0.464 nm, so the manuscript's value is 26.6\% too large relative to the correct one. The largest single correction is the cross term $2V_{ds}a_da_s$.

That term changes sign with $a_d$. For $a_d=-0.40$ nm and the other coefficients fixed, the variance is $0.2153+2(0.0808)=0.377\ \mathrm{nm^2}$. The sum of squares stays at 0.3450 and is now too small. No fixed correction factor can repair it.

For these five terms at this obscuration, the eigenvalues of $V$ confine the ratio of true to summed variance to the range 0.518 to 1.099. Agreement in one case proves little. With defocus and astigmatism alone, the two variances coincide when
\begin{equation}
(s+s^2)a_a^2=(2s-s^2)a_d^2,\qquad
\left|\frac{a_a}{a_d}\right|=\sqrt{\frac{2-s}{1+s}}=1.324 ,
\end{equation}
because one error cancels the other.

\subsection{Image peak and best focus}

The Strehl ratio, the on-axis point-image intensity relative to that of the same annulus without aberration, is $S=|\langle e^{ikW}\rangle|^2$ with $k=2\pi/\lambda$. Removing the mean of $W$ changes only a phase. Expanding the average gives $1-k^2\sigma^2/2$ plus an imaginary cubic term, which enters the squared modulus only at sixth order. Hence $S=1-k^2\sigma^2$ up to fourth-order terms, and $S\simeq e^{-k^2\sigma^2}$ to the same accuracy. In the exponential form the correct variance gives 0.9544, and direct integration over the pupil also gives 0.9544. The summed variance, in the same form, gives 0.9280.

By \eqref{radial}, with the other coefficients fixed, best focus in the sense of least variance requires $b_d=0$:
\begin{equation}
a_d=-\sqrt{15}\,s a_s=-3.873(0.09)(-0.35)=0.122\ \mathrm{nm},
\end{equation}
not zero. The rms is 0.405 nm at $a_d=0$ and 0.389 nm at this optimum. An image-plane shift $\delta$ adds a path $\delta(1-\sqrt{1-\mathrm{NA}^2\rho^2})\simeq\delta\,\mathrm{NA}^2\rho^2/2$, with $\delta$ counted positive when it adds path. Matching the $\rho^2$ term $2\sqrt3\,a_d\rho^2$ gives $\delta=4\sqrt3\,a_d/\mathrm{NA}^2=3.38$ nm from the manuscript's focus. Minimising with the unexpanded path gives 3.28 nm.

\subsection{How the coefficients were obtained}

The manuscript should state its fitting procedure. Circle polynomials remain a legitimate basis: a noise-free least-squares fit over the annulus that includes piston and all terms present returns the original $a_i$. If spherical aberration is omitted from the fit, \eqref{shift} shows that its part linear in $t$ is absorbed by defocus, which becomes $a_d+\sqrt{15}\,s a_s=0.278$ nm instead of 0.40 nm. Projection, $\langle WZ_d\rangle$, gives 0.249 nm, because it assumes the full-disc normalisation and overlaps.

\section{Bearing on a real tool}

The wavelength, aperture and obscuration are rough values for an obscured EUV micro-exposure tool. The aberration coefficients are chosen for illustration and are not measurements of a particular tool. Several departures from the model are small here. Vector focusing of $x$-polarised light changes the Strehl ratio from 0.9544 to 0.9549, and an amplitude falling as $1-0.1\rho^2$, a 10\% loss at the pupil edge, changes it to 0.9538. Displacing the obscuration by 0.03 pupil radii towards $\theta=0$ changes the rms from 0.464 to 0.460 nm; the opposite displacement raises it to 0.470 nm. The two changes differ in sign because coma is odd along this axis; without coma, both displacements would raise the rms equally. An assumed 0.20 nm rms of unresolved path error from mirror roughness, uncorrelated with $W$, would multiply the Strehl ratio by about 0.991. This is a path error, not a surface height: near normal incidence, each reflection roughly doubles a height error.

Of the assumptions examined here, uniform use of the pupil matters most. Dipole illumination of dense lines at 20.8 nm pitch can place the two interfering orders in patches centred at $\pm0.65$ pupil radii. For patches of radius 0.20, the rms over the pair is 0.365 nm when they lie along $x$ and 0.197 nm along $y$, against 0.464 nm for the whole annulus. The $x$ value includes a mean path difference of 0.34 nm between the two patches, due to coma, which displaces the lines without reducing their contrast; with each patch's own mean removed the values are 0.323 and 0.197 nm. The full-pupil rms, even when correctly computed, is therefore no substitute for an image calculation of a particular resist pattern.

\section{Recommendation}

The rms, Strehl ratio and best focus should be recomputed from $V$ or from annular coefficients, with the fitted terms listed. The explanation should name both faults: changed normalisation and lost orthogonality. The numerical output gives the remaining matrix elements and coefficients for this case.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 13.5 nm
numerical aperture: 0.50
inner radius / outer radius e: 0.30
mean of 2 rho^2 - 1: 0.0900
defocus polynomial mean square: 0.8524
defocus deficit from normalisation: 0.1476
defocus deficit from mean: 0.0243
e where these deficits are equal: 0.5345
tilt: circle coefficient 0.0000 nm; V diagonal 1.0900; annular 0.0033 nm
defocus: circle coefficient 0.4000 nm; V diagonal 0.8281; annular 0.2530 nm
astigmatism: circle coefficient 0.2000 nm; V diagonal 1.0981; annular 0.2096 nm
coma: circle coefficient 0.1500 nm; V diagonal 1.0399; annular 0.1529 nm
spherical: circle coefficient -0.3500 nm; V diagonal 0.7864; annular -0.2898 nm
V defocus-spherical: 0.2886
V tilt-coma: 0.0229
defocus own variance: 0.13250 nm^2
astigmatism own variance: 0.04392 nm^2
coma own variance: 0.02340 nm^2
spherical own variance: 0.09633 nm^2
defocus-spherical cross part: -0.08082 nm^2
naive variance: 0.34500 nm^2
true variance: 0.21532 nm^2
naive rms: 0.5874 nm
true rms: 0.4640 nm
naive rms excess: 26.6 %
Strehl from naive variance: 0.9280
Strehl from true variance: 0.9544
Strehl from direct pupil integral: 0.95437
Strehl error of variance formula: 0.000062
best circle defocus coefficient: 0.1220 nm
rms at zero circle defocus: 0.40454 nm
rms at best focus: 0.38901 nm
defocus from fit without spherical: 0.2780 nm
defocus from annulus projection: 0.2489 nm
smallest true/naive variance ratio: 0.5178
largest true/naive variance ratio: 1.0989
accidental |astigmatism/defocus|: 1.3237
parabolic focus shift from zero defocus: 3.381 nm
exact-path focus shift from zero defocus: 3.277 nm
Strehl with vector weighting: 0.95486
assumed edge amplitude loss: 10 %
Strehl with edge amplitude loss: 0.95382
rms after best tilt: 0.46402 nm
assumed hole shift / pupil radius: 0.03
rms with displaced hole: 0.46017 nm
assumed unresolved roughness rms: 0.20 nm
Strehl factor from roughness: 0.9914
dipole pole centre 0.65, radius 0.20 (pupil radii)
dipole-lit line pitch: 20.77 nm
rms in x-dipole pupil patches: 0.3646 nm
rms in y-dipole pupil patches: 0.1970 nm
\end{verbatim}
